# The Weak-Charge Matrix Element and the Bouchiat Z³ Law

## What symmetry and scaling fix

The nuclear-spin-independent weak interaction of an electron with a nucleus is taken as

$$H_W=\frac{G_FQ_W}{2\sqrt2}\,\gamma_5\,\rho(r),\qquad \int\rho\,d^3r=1 .$$

It is a pseudoscalar. It therefore conserves $j$ and $m$ and connects states of opposite parity. Because $\rho$ is confined to the nucleus, the pair with the largest amplitudes there, $s_{1/2}$ and $p_{1/2}$, dominates.

I use Rydberg units: $\hbar=2m=1$, $e^2=2$, lengths in $a_0$, $c=2/\alpha$. Near the nucleus $V=-2Z/r$, and a weakly bound nonrelativistic electron has the single length $1/Z$. Its wave number is $k=\sqrt{2Z/r}$, and a semiclassical amplitude squared goes as $1/k=r/\sqrt{2Zr}$. Hence $P=\sqrt r\,f(Zr)$, apart from a constant set far outside. Regularity requires $P_s\propto r$ and $P_p\propto r^2$, so

$$P_s\propto Z^{1/2}r,\qquad P_p\propto Z^{3/2}r^2 .$$

The small component of the $p$ state is of order $\alpha P_p'\propto\alpha Z^{3/2}r$. The product $P_sQ_p$ is then $\propto\alpha Z^2r^2$, and a weak charge proportional to $Z$ supplies the third power. The coefficient and the relativistic correction remain to be found.

## Angular reduction

Write

$$\psi=\frac1r\begin{pmatrix}P\,\chi_{\kappa m}\\ iQ\,\chi_{-\kappa m}\end{pmatrix},\qquad \sigma_r\chi_\kappa=-\chi_{-\kappa},\qquad \gamma_5=\begin{pmatrix}0&1\\1&0\end{pmatrix},$$

with $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$, $P,Q$ real, $\int(P^2+Q^2)dr=1$, $\kappa=-1$ for $s_{1/2}$ and $\kappa=+1$ for $p_{1/2}$. Then

$$\psi_a^\dagger\gamma_5\psi_b=\frac{i}{r^2}\left[P_aQ_b\,\chi^\dagger_{\kappa_a}\chi_{-\kappa_b}-Q_aP_b\,\chi^\dagger_{-\kappa_a}\chi_{\kappa_b}\right].$$

The minus sign comes from conjugating $iQ_a$. Both angular integrals equal $\delta_{\kappa_a,-\kappa_b}\delta_{m_am_b}$, and $r^2$ from the volume element cancels $1/r^2$:

$$\boxed{\langle s|H_W|p\rangle=\frac{iG_FQ_W}{2\sqrt2}\int_0^\infty\rho\,D\,dr,\qquad D=P_sQ_p-Q_sP_p}$$

The element is imaginary in this phase convention. Diagonal elements and the $s_{1/2}$–$p_{3/2}$ element vanish. A full angular quadrature with trial functions tests these statements.

The radial equations are needed with the same signs. From $\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=-i\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r$ and $\boldsymbol\sigma\cdot\mathbf L\,\chi_\kappa=-(1+\kappa)\chi_\kappa$,

$$\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\chi_\kappa=\frac ir\left(P'+\frac{\kappa P}r\right)\chi_{-\kappa}.$$

With $E$ measured from the rest energy and $2mc^2=c^2$, the two halves of the Dirac equation are $c\,\boldsymbol\sigma\cdot\mathbf p\,(\text{upper})=(E-V+c^2)(\text{lower})$ and $c\,\boldsymbol\sigma\cdot\mathbf p\,(\text{lower})=(E-V)(\text{upper})$. They give

$$P'+\frac{\kappa P}{r}=\left[c+\frac{E-V}{c}\right]Q,\qquad Q'-\frac{\kappa Q}{r}=-\frac{E-V}{c}P. \tag{1}$$

## Simple case: nonrelativistic electron

**Shape near the nucleus.** At zero energy $P''=[l(l+1)/r^2-2Z/r]P$. Put $P=\sqrt r\,w$, $\vartheta=r\,d/dr$ and $x=\sqrt{8Zr}$, so that $\vartheta=\tfrac12x\,d/dx$. Since $r^2P''=\vartheta(\vartheta-1)P$,

$$\left(\vartheta^2-\tfrac14\right)w=[l(l+1)-2Zr]w\;\Rightarrow\;\left(x\frac{d}{dx}\right)^2w=[(2l+1)^2-x^2]w .$$

The regular solution is $w=J_{2l+1}(x)$.

**Normalization.** Let the valence electron see $-2\zeta/r$ far outside, with $E=-\zeta^2/\nu^2$. In the allowed region take $P\simeq Ck^{-1/2}\sin\phi$, which assumes that the potential changes slowly over a wavelength, also where screening sets in. The norm gives $\tfrac12C^2\int dr/k=1$. Differentiating $\int k\,dr=\pi(n+\text{const})$ with $k=\sqrt{E-V}$ gives $\int dr/k=2\pi\,dn/dE$. Therefore

$$C^2=\frac1\pi\frac{dE}{dn}\simeq\frac{2\zeta^2}{\pi\nu^3},$$

where the last form neglects the energy dependence of the quantum defect $n-\nu$. At large $x$ the function $\sqrt rJ_{2l+1}$ has squared amplitude $2r/(\pi x)=1/(\pi k)$. Matching gives

$$P=\sqrt{\frac{2\zeta^2}{\nu^3}}\,\sqrt r\,J_{2l+1}(\sqrt{8Zr}).$$

With $J_1\simeq x/2$ and $J_3\simeq x^3/48$,

$$P_s\simeq\frac{2\zeta Z^{1/2}}{\nu_s^{3/2}}r,\qquad P_p\simeq\frac{2\zeta Z^{3/2}}{3\nu_p^{3/2}}r^2 .$$

**Matrix element.** In the nonrelativistic limit (1) gives $Q_p=\frac\alpha2(P_p'+P_p/r)=\frac{3\alpha}{2}P_p/r$. The other product, $Q_sP_p$, is smaller by a factor of order $Zr$. These two steps need $|V|\ll c^2$, that is $r\gg Z\alpha^2/2$. At the surface of a heavy nucleus this fails ($2Z/(Rc^2)\approx13$ at $Z=60$), and the ratio of the two products there is of order $(Z\alpha)^2/4$ instead; the result below survives as the $\gamma\to1$ limit of the Dirac treatment. Thus

$$D\simeq\frac{2\alpha\zeta^2Z^2r^2}{(\nu_s\nu_p)^{3/2}},\qquad \int\rho D\,dr=\frac{\alpha\zeta^2Z^2}{2\pi(\nu_s\nu_p)^{3/2}}, \tag{2}$$

because $\int\rho r^2dr=1/4\pi$. At tree level $Q_W=-N+Z(1-4\sin^2\theta_W)$, which is proportional to $Z$ if $N/Z$ is fixed. This is the $Z^3$ law; it also holds $\zeta$ and the $\nu$'s fixed.

**Hydrogen limit.** For an $s$ state, multiply $P''=(V-E)P$ by $2P'$ and integrate: $P'(0)^2=\int V'P^2dr=2Z\langle r^{-2}\rangle$. Differentiating $E=-Z^2/(n_r+l+1)^2$ with respect to $l$ gives $(2l+1)\langle r^{-2}\rangle=2Z^2/n^3$. So $P'(0)^2=4Z^3/n^3$, in agreement with the formula for $\zeta=Z$, $\nu=n$, at every $n$.

For $p$ states there is a correction. Let $A=-d/dr+1/r-Z$ and $H_l=-d^2/dr^2+l(l+1)/r^2-2Z/r$. Direct multiplication gives $A^\dagger A=H_0+Z^2$ and $AA^\dagger=H_1+Z^2$. Hence $AP_0/\sqrt{Z^2+\varepsilon}$ is the normalized $p$ function at the energy $\varepsilon$ of the $s$ function $P_0$. The series $P_0=a[r-Zr^2+\tfrac16(2Z^2-\varepsilon)r^3+\dots]$ gives $AP_0=\tfrac13a(Z^2+\varepsilon)r^2+\dots$, so

$$P_1\simeq\frac a3\sqrt{Z^2+\varepsilon}\;r^2 . \tag{3}$$

With $\varepsilon=-Z^2/n^2$ the $p$ amplitude carries an extra $\sqrt{1-1/n^2}$, which tends to one for weak binding. For $n=2$ it is 0.866. A Dirac solver with $\alpha$ reduced twentyfold finds 0.864 for the ratio of the integral to the law.

## Screening near the nucleus

Inner electrons add a nearly constant potential there, $V\simeq-2Z/r+V_0$ with $V_0>0$. A weakly bound electron then has local Coulomb energy $\varepsilon\simeq-V_0$. The hydrogen result reads $P_s'(0)^2=2Z\,dE/dn$, with no other energy dependence, so to this order I leave the $s$ amplitude unchanged. By (3) the $p$ amplitude, and with it $D$, is multiplied by

$$S=\sqrt{1-V_0/Z^2}.$$

This is a nonrelativistic leading correction. If the screening length scales as $Z^{-1/3}$, then $V_0\propto Z^{4/3}$ and $1-S$ falls only as $Z^{-2/3}$. I keep $S$ separate from the relativistic factor.

## Generalization: Dirac electron in a point Coulomb field

At zero binding $(E-V)/c=Z\alpha/r$. Multiplying (1) by $r$,

$$(\vartheta+\kappa)P=(Z\alpha+cr)Q,\qquad(\vartheta-\kappa)Q=-Z\alpha P .$$

Take $P$ from the second equation, insert it in the first, and use $cZ\alpha=2Z$. For $\kappa^2=1$,

$$\vartheta^2Q=(\gamma^2-2Zr)Q,\qquad\gamma=\sqrt{1-Z^2\alpha^2}.$$

With $\vartheta=\tfrac12x\,d/dx$ this is Bessel's equation of order $2\gamma$. Hence

$$Q=\mathcal N J_{2\gamma}(x),\qquad P=-\frac{\mathcal N}{Z\alpha}\left[\frac x2J_{2\gamma}'(x)-\kappa J_{2\gamma}(x)\right].$$

At large $x$ the motion is nonrelativistic, and the squared amplitude of $P$ is $\mathcal N^2x/(2\pi Z^2\alpha^2)$. It must equal $C^2/k=(2\zeta^2/\pi\nu^3)(x/4Z)$. Therefore $|\mathcal N|=B$ with

$$B=\alpha\zeta\sqrt{Z/\nu^3}.$$

Near the origin $\tfrac x2J'\to\gamma J$, so $P\to-(\mathcal N/Z\alpha)(\gamma-\kappa)J$. Choosing $P>0$ there requires $\mathcal N=-B_s$ for $\kappa=-1$ and $\mathcal N=+B_p$ for $\kappa=+1$. Write $J$ for $J_{2\gamma}(x)$:

$$P_s=\frac{B_s}{Z\alpha}\left(\frac x2J'+J\right),\quad Q_s=-B_sJ,\quad P_p=\frac{B_p}{Z\alpha}\left(J-\frac x2J'\right),\quad Q_p=B_pJ .$$

In $D$ the derivative terms cancel:

$$D=\frac{B_sB_p}{Z\alpha}\left[J\left(\frac x2J'+J\right)+J\left(J-\frac x2J'\right)\right]=\frac{2B_sB_p}{Z\alpha}J_{2\gamma}^2(\sqrt{8Zr}).$$

For $2Zr\ll1$, $J_{2\gamma}\simeq(2Zr)^\gamma/\Gamma(2\gamma+1)$, so

$$D\simeq\frac{2\alpha\zeta^2}{(\nu_s\nu_p)^{3/2}}\,\frac{(2Zr)^{2\gamma}}{\Gamma(2\gamma+1)^2}. \tag{4}$$

For $\gamma\to1$ the last fraction becomes $4Z^2r^2/4$ and (2) returns. For $\gamma<1$, $D$ exceeds its nonrelativistic form at the nuclear radius $R$ by

$$K_0=\frac{4(2ZR)^{2\gamma-2}}{\Gamma(2\gamma+1)^2}.$$

The negative power of the small number $2ZR$ makes the enhancement large. It would diverge for $R\to0$, so the finite nucleus is essential.

## Finite nucleus

Let the nuclear charge and $\rho$ both be uniform in a sphere of radius $R$. Inside, $V=-(Z/R)(3-t^2)$ with $t=r/R$. Drop the mass term $c$ in (1) and write $U=(E-V)/c$. The $s$ equations become

$$P_s'=\frac{P_s}r+UQ_s,\qquad Q_s'=-\frac{Q_s}r-UP_s .$$

Setting $P_p=-\lambda Q_s$ and $Q_p=\lambda P_s$ turns them into the $p_{1/2}$ equations $P_p'=-P_p/r+UQ_p$ and $Q_p'=Q_p/r-UP_p$. Consequently

$$D=\lambda(P_s^2+Q_s^2):$$

the weak integrand follows the density of the $s$ electron. The dropped term changes $P_s$ through $cQ_s$, and changes $P_p$ through $cQ_p$, a change that enters $D$ multiplied by $Q_s$. Since $Q_s$ is of order $Z\alpha P_s$, both effects are of relative order $cRZ\alpha=2ZR$. In the model atom with $Z=80$ below, the solver finds that $D/(P_s^2+Q_s^2)$ varies by 0.3% over the nucleus.

Let $(p,q)$ be the inner $s$ solution, with arbitrary scale:

$$\frac{dp}{dt}=\frac pt+uq,\qquad\frac{dq}{dt}=-\frac qt-up,\qquad u=\frac{Z\alpha}2(3-t^2),$$

starting as $p\simeq t$, $q\simeq-Z\alpha t^2/2$. Just outside, $u$ is replaced by $Z\alpha/t$. The powers $t^{\pm\gamma}$ then solve the equations, with component ratios from $(\pm\gamma-1)p=Z\alpha q$:

$$\begin{pmatrix}p\\q\end{pmatrix}=a\,t^\gamma\begin{pmatrix}1+\gamma\\-Z\alpha\end{pmatrix}+b\,t^{-\gamma}\begin{pmatrix}1-\gamma\\-Z\alpha\end{pmatrix}.$$

At $t=1$ the lower line gives $a+b=-q(1)/(Z\alpha)$. The upper line is $(a+b)(1-\gamma)+2\gamma a=p(1)$. Hence

$$a=\frac1{2\gamma}\left[p(1)+\frac{1-\gamma}{Z\alpha}q(1)\right].$$

At $r\sim1/Z$ the $t^{-\gamma}$ part is smaller than the other by a factor of order $(2ZR)^{2\gamma}$, so the outer normalization fixes $a$. The point-field function with the same $a$ has density $a^2[(1+\gamma)^2+Z^2\alpha^2]=2(1+\gamma)a^2$ at $R$. The point-field pair obeys the same rotation near the nucleus, since $P_p/(-Q_s)$ and $Q_p/P_s$ both equal $(1-\gamma)/(Z\alpha)$ times $B_p/B_s$. The common $\lambda$ therefore cancels when the true $D$ is divided by its point-field value at $R$. With $\rho=3/(4\pi R^3)$,

$$F=\frac{3}{2(1+\gamma)a^2}\int_0^1(p^2+q^2)\,dt .$$

For $Z\alpha\to0$: $p=t$, $q=0$, $a=\tfrac12$ and $F=1$. The result is

$$\boxed{\langle s|H_W|p\rangle\simeq\frac{iG_FQ_W\,\alpha\zeta^2Z^2}{4\sqrt2\,\pi(\nu_s\nu_p)^{3/2}}\,K,\qquad K=K_0F}$$

**Test on one-electron ions.** For $n=8$, the solver's integral divided by the law times $\sqrt{1-1/\nu_p^2}$ is 0.997, 0.990 and 0.975 at $Z=20$, 50 and 80. The growing deficit is comparable with the neglected order $2ZR$, which is 0.021 at $Z=80$; I have not separated its causes.

## A model atom with Z = 60

One valence electron moves in a screened field with $\zeta=1$. Outside the nucleus

$$V=-\frac2r\left[\zeta+\frac{Z-\zeta}{1+H(e^{r/d}-1)}\right],\qquad \frac Hd=1.8\,Z^{1/3}\,a_0^{-1},\quad d=1\,a_0 .$$

Expanding at small $r$ gives $V_0=2(Z-\zeta)H/d$. The nucleus has $N=84$ and $R=1.2A^{1/3}$ fm $=6.29$ fm $=1.189\times10^{-4}\,a_0$. The parameters are round choices and describe no particular element.

The tree-level weak charge is $Q_W=-84+60(1-4\times0.22305)=-77.5$. The relativistic factor follows from $\gamma=0.899$:

$$K=K_0F=3.367\times0.983=3.31 .$$

Averaging the point-field power $t^{2\gamma}$ over the nucleus would give $3/(2\gamma+1)=1.072$ in place of $F$, an overestimate of about 9%.

The lowest states with $\nu>2$ have $\nu_s=2.016$ and $\nu_p=2.505$, so $(\nu_s\nu_p)^{3/2}=11.35$. The law gives

$$\int\rho D\,dr\simeq\frac{\alpha\,60^2\times3.31}{2\pi\times11.35}=1.22\,a_0^{-3}.$$

The solver gives 1.081, or 0.887 of the law. Screening accounts for most of the difference: $S=0.877$ lowers the prediction to 1.07, about 1% below the solver's value for this pair. That closeness is partly accidental, as the higher pairs below show. The matrix element from the solver is

$$\frac{\langle s|H_W|p\rangle}{i}=\frac{4.445\times10^{-14}\times(-77.5)}{2\sqrt2}\times1.081\ \text{Ry}=-1.32\times10^{-12}\ \text{Ry}=-1.79\times10^{-11}\ \text{eV}.$$

For the next two pairs of states, the integral times $(\nu_s\nu_p)^{3/2}$ goes from 12.28 to 11.81 and 11.74 $a_0^{-3}$. The $\nu^{-3/2}$ scaling thus holds to about 5% here and improves up the series. The law times $S$ predicts the constant $12.14\,a_0^{-3}$ for this product; the two higher pairs lie about 3% below it, so the screened law is good here to a few percent, not to 1%. The energy dependence of the quantum defects is a likely source of the drift, but was not isolated.

## How fast the effect grows

With $N/Z=1.4$, $K=K_0F$ is 1.77, 3.31 and 7.72 at $Z=40$, 60 and 80, up to the neglected terms of relative order $2ZR$ (1–2% here). The local power of $Z$ in $|\langle H_W\rangle|(\nu_s\nu_p)^{3/2}$ can be compared with the sum of its parts. The solver values use the lowest pair with $\nu>2$ at each $Z$. The drift of a few percent along each series shifts such powers by several hundredths, so the last digit of the agreement is partly accidental:

| Range of $Z$ | Solver | $3$ + power of $K$ + power of $S$ |
|---|---|---|
| 40–60 | 4.68 | $3+1.548+0.116=4.66$ |
| 60–80 | 6.05 | $3+2.940+0.087=6.03$ |

The cube is therefore not the observed power in heavy atoms; it is the factor left when $K$ and $S$ are divided out. To isolate it, the solver was run with $\alpha$ reduced twentyfold. Between $Z=40$ and 80 the power is then 3.17 for the lowest pair, and 3.07 after removing $S$; the last digit again depends on the pair chosen, and the small remainder above three is not accounted for here. The strong excess over three thus comes from relativity.

The law fails for strong binding, for a quantum defect that changes rapidly with energy, and when $2ZR$ or $V_0/Z^2$ is not small. The model also leaves out core polarization, electron correlation, the difference between neutron and charge distributions, and radiative corrections. These must be treated before such a matrix element is compared with a measurement.

The numerical check below contains the values used here.

## Table of computed values

```
G_F = 4.44503e-14 Ry a0^3
sin^2 theta_W = 0.22305
angular test: full 0.05188451 i, radial 0.05188451
angular test, p3/2 partner: 9.5e-18
One-electron Coulomb field, n = 8: solver / (law*sqrt(1-1/nu_p^2))
  Z=20: ratio 0.9974
  Z=50: ratio 0.9897
  Z=80: ratio 0.9749
n = 2, alpha/20: solver/law 0.8641, sqrt(1-1/4) = 0.8660
Model atoms: zeta=1, N/Z=1.4, slope=1.8 Z^(1/3)/a0, range=1.0 a0
Z=40: N=56, Q_W=-51.688, R=5.495 fm = 1.0383e-04 a0
  gamma=0.95645, K0=1.7771, F=0.9949, K=1.7680
  point-function average 3/(2gamma+1) = 1.0299
  nu_s=2.8569, nu_p=2.3333, S=0.8366
  integral: solver 1.60477e-01, law 1.90895e-01 a0^-3
  solver/law 0.8407, solver/(law*S) 1.0048
  H_W/i: solver -1.3036e-13, law -1.5507e-13 Ry
Z=60: N=84, Q_W=-77.532, R=6.290 fm = 1.1886e-04 a0
  gamma=0.89905, K0=3.3674, F=0.9834, K=3.3116
  point-function average 3/(2gamma+1) = 1.0722
  nu_s=2.0164, nu_p=2.5050, S=0.8769
  integral: solver 1.08133e+00, law 1.21962e+00 a0^-3
  solver/law 0.8866, solver/(law*S) 1.0110
  H_W/i: solver -1.3176e-12, law -1.4861e-12 Ry
  H_W/i from solver = -1.7926e-11 eV
  integral*(nu_s nu_p)^1.5 along series: 12.2759, 11.8128, 11.7399 a0^-3
Z=80: N=112, Q_W=-103.376, R=6.923 fm = 1.3082e-04 a0
  gamma=0.81191, K0=8.0847, F=0.9544, K=7.7156
  point-function average 3/(2gamma+1) = 1.1434
  nu_s=2.3250, nu_p=2.8033, S=0.8992
  integral: solver 3.15378e+00, law 3.44663e+00 a0^-3
  solver/law 0.9150, solver/(law*S) 1.0176
  H_W/i: solver -5.1237e-12, law -5.5994e-12 Ry
  variation of D/(s density) in nucleus: 3.20e-03
Power of Z in |H_W|(nu_s nu_p)^1.5 and in K:
  Z 40-60: total 4.679, K 1.548, S 0.116
  Z 60-80: total 6.050, K 2.940, S 0.087
Same with alpha/20, Z 40-80: 3.173; S removed: 3.069
```
